# Heat flux across a gray phonon slab: series formula and error

## A film that seems to conduct too well

A film 100 nm thick separates two walls, one held at 310 K and the other at 300 K. The phonons in the film have a free path of 100 nm as well. Take as round model parameters a heat capacity $C=1.2\times10^6$ J/(m³ K) and a phonon speed $v=5000$ m/s. Fourier's law with the bulk conductivity, 200 W/(m K), predicts a flux of $2.0\times10^{10}$ W/m². But the walls, even with nothing to scatter the phonons between them, can exchange no more than $1.5\times10^{10}$ W/m². Fourier's law therefore promises more heat than the walls can send.

One possible repair adds two resistances: that of a film without scattering and that of a film with much scattering. For thickness $L$ and free path $\Lambda$ it reads

$$q_s=\frac{q_b}{1+\dfrac{3L}{4\Lambda}},\qquad(1)$$

where $q_b$ is the blackbody flux. The questions are where the factor 3/4 comes from, and how far (1) is from the true flux.

The model is as follows. The transport is steady and varies across the film alone. The phonons are gray: all have the same $v$ and $\Lambda$, independent of temperature. In a real crystal near room temperature much of the heat capacity lies in modes slower than sound, so $v$ stands for an average group velocity, and pairing the full $C$ with the sound speed overstates $Cv$. Scattering conserves energy and re-emits isotropically. The walls are black: they absorb every phonon that arrives and emit equilibrium phonons at temperatures $T_1>T_2$.

## First case: no scattering

Let $u(T)$ be the equilibrium energy density. It is spread evenly over directions, $u/4\pi$ per unit solid angle. With $\mu$ the cosine between the direction of travel and the film normal, the emission of one wall is

$$\int_0^{2\pi}\!d\varphi\int_0^1\!d\mu\;v\mu\,\frac{u}{4\pi}=\frac{vu}{4}.$$

The opposite wall emits backward, so the net flux is

$$q_b=\frac v4\,[u(T_1)-u(T_2)]\equiv\frac v4\,\Delta u .\qquad(2)$$

If $C$ is constant between the two temperatures, $\Delta u=C\Delta T$. In the example,

$$q_b=\tfrac14(1.2\times10^6)(5000)(10)=1.5\times10^{10}\ \text{W/m}^2 .$$

The name "blackbody" is most apt in the cold limit. Take three linear branches of equal speed, at temperatures so low that the upper cutoff of the spectrum does not matter. Without the zero-point energy, which cancels in $\Delta u$,

$$u=3\int\!\frac{d^3k}{(2\pi)^3}\frac{\hbar vk}{e^{\hbar vk/k_BT}-1}
=\frac{3\hbar v}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^{4}\int_0^\infty\!\frac{x^3dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ gives $\sum 6/n^4=\pi^4/15$ for the last integral. Multiplying $u$ by $v/4$ then yields

$$q_b=\sigma(T_1^4-T_2^4),\qquad \sigma=\frac{\pi^2k_B^4}{40\hbar^3v^2}.$$

## Second case: many scatterings

Deep inside a thick film, a phonon crossing a plane with cosine $\mu$ was last scattered a distance $s\Lambda$ back along its path, with probability density $e^{-s}$. It carries the energy density of that place, $u(X-\mu s\Lambda)$, where $X$ is the position. For a linear profile the average over $s$ is $u-\mu\Lambda\,du/dX$, because the mean of $s$ is 1. Hence

$$q=\frac v2\int_{-1}^{1}\!\mu\left(u-\mu\Lambda\frac{du}{dX}\right)d\mu=-\frac{v\Lambda}{3}\frac{du}{dX}.$$

The first term vanishes by symmetry; the second uses $\int_{-1}^1\mu^2d\mu=2/3$. With $du=C\,dT$ this is Fourier's law with conductivity $Cv\Lambda/3$.

## Adding the two

Define a resistance as $\Delta u/q$. The first case gives $4/v$, the second $3L/(v\Lambda)$. If they act in series,

$$\frac{\Delta u}{q_s}=\frac4v+\frac{3L}{v\Lambda}=\frac4v\left(1+\frac{3L}{4\Lambda}\right),$$

which is (1). The factor 3/4 is the ratio of the 3 in the diffusion coefficient to the 4 in the hemispherical flux.

The limits come out right: $q_s\to q_b$ for $L\ll\Lambda$, and $q_s\to v\Lambda\Delta u/(3L)$ for $L\gg\Lambda$. But this was built in. Nothing so far says that the resistances add when $L$ and $\Lambda$ are comparable, as they are in the film above.

## The kinetic equation

Let $e(X,\mu)$ be the phonon energy density per unit solid angle and $u(X)$ the local total. Streaming balances scattering out of a direction and isotropic re-emission:

$$v\mu\frac{\partial e}{\partial X}=\frac v\Lambda\left(\frac{u}{4\pi}-e\right).$$

A uniform isotropic background solves this equation, so the emission of the cold wall can be subtracted. Define

$$x=\frac X\Lambda,\quad \tau=\frac L\Lambda,\quad I=\frac{4\pi e-u(T_2)}{\Delta u},\quad S=\frac{u-u(T_2)}{\Delta u}.$$

Then

$$\mu\frac{\partial I}{\partial x}=S-I,\qquad S=\frac12\int_{-1}^1 I\,d\mu,\qquad(3)$$

with $I(0,\mu)=1$ for $\mu>0$ and $I(\tau,\mu)=0$ for $\mu<0$. The flux is $q=v\Delta u\,H$ with $H=\frac12\int_{-1}^1\mu I\,d\mu$. Comparison with (2) gives the ratio sought,

$$Q\equiv q/q_b=4H .$$

Averaging (3) over $\mu$ gives $dH/dx=S-S=0$: the flux is constant. Multiplying (3) by $\mu$ before averaging removes the $S$ term, which is odd in $\mu$, and leaves

$$\frac{dK}{dx}=-H,\quad K=\frac12\int_{-1}^1\mu^2I\,d\mu
\quad\Rightarrow\quad K(0)-K(\tau)=\frac{Q\tau}{4}.\qquad(4)$$

### The source falls from hot to cold

Integrating (3) along rays gives, for $0<\mu\le1$,

$$I(x,\mu)=e^{-x/\mu}+\int_0^x S(t)e^{-(x-t)/\mu}\frac{dt}{\mu},\qquad
I(x,-\mu)=\int_x^\tau S(t)e^{-(t-x)/\mu}\frac{dt}{\mu}.$$

With $E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}d\mu$, half the sum of these, integrated over $\mu$, is

$$S(x)=\frac12E_2(x)+\frac12\int_0^\tau E_1(|x-t|)S(t)\,dt .\qquad(5)$$

Since $\int_x^\infty E_1(s)ds=E_2(x)$, the first term is what a source $S=1$ filling all $t<0$ would contribute. Set $S=1$ there and $S=0$ for $t>\tau$. Then inside the film

$$S(x)=\frac12\int_{-\infty}^{\infty}E_1(|s|)\,S(x-s)\,ds .$$

The weight is positive and integrates to $E_2(0)=1$, so this is an average of shifted copies of $S$.

Solve it by iteration, starting from a step that falls from 1 to 0 at $x=0$. An average of shifted nonincreasing functions is nonincreasing and stays between 0 and 1. Restoring the values 1 and 0 outside the film preserves this. The difference between two iterates vanishes outside the film, so one iteration multiplies its maximum by at most the largest value of

$$\frac12\int_0^\tau E_1(|x-t|)dt=1-\frac12[E_2(x)+E_2(\tau-x)]\le1-E_2(\tau)<1 .$$

The iteration converges, the solution is unique, and $S$ never increases from the hot wall to the cold one.

## What returns to the hot wall

Let $g(\mu)=I(0,-\mu)$ be the intensity that the film sends back to the hot wall. Then

$$Q=2\int_{-1}^1\mu I(0,\mu)\,d\mu=1-2\int_0^1\mu g\,d\mu .\qquad(6)$$

What leaves at the cold wall follows by symmetry. The function $I'(x,\mu)=1-I(\tau-x,-\mu)$ satisfies (3) with $S'(x)=1-S(\tau-x)$: reversing both $x$ and $\mu$ leaves $\mu\,\partial/\partial x$ unchanged, and taking one minus the intensity changes the sign of both sides. It also has the same incoming values at both walls. By uniqueness $I'=I$, so $S(x)+S(\tau-x)=1$, and the intensity leaving at the cold wall is $1-g(\mu)$. Therefore

$$K(0)=\frac12\left[\frac13+\int_0^1\mu^2g\,d\mu\right],\qquad
K(\tau)=\frac12\left[\frac13-\int_0^1\mu^2g\,d\mu\right],$$

and (4) becomes

$$\frac{Q\tau}{4}=\int_0^1\mu^2g\,d\mu .\qquad(7)$$

Define the mean cosine of the returning phonons, weighted by the flux they carry:

$$m=\frac{\int_0^1\mu^2g\,d\mu}{\int_0^1\mu g\,d\mu}.$$

By (6) the denominator is $(1-Q)/2$. Equation (7) then reads $Q\tau/4=m(1-Q)/2$. Dividing by $mQ/2$ gives

$$\boxed{\;\frac1Q=1+\frac{\tau}{2m}\;}\qquad(8)$$

This holds for every thickness within the model. If the returning intensity were isotropic, $g$ would be constant, $m=(1/3)/(1/2)=2/3$, and (8) would become $1/Q=1+3\tau/4$. That is the series formula. What it leaves out is the angular structure of the phonons that come back.

## How large can the error be?

The direction of the error follows from the shape of $g$. The ray solution at $x=0$ can be written in two ways:

$$g(\mu)=\int_0^\infty S(\mu s)e^{-s}ds,\qquad
\mu g(\mu)=\int_0^\tau S(t)e^{-t/\mu}dt .$$

Because $S$ does not increase, the first form shows that $g$ does not increase with $\mu$. Phonons returning at grazing angles were last scattered close to the hot wall, where the energy density is higher. The second form shows that $\mu g$ increases with $\mu$.

For a weight $w\ge0$ and functions $a,b$ on $(0,1)$, multiplying out gives

$$\iint w(\mu)w(\nu)[a(\mu)-a(\nu)][b(\mu)-b(\nu)]\,d\mu\,d\nu
=2\left[\int\!w\int\!wab-\int\!wa\int\!wb\right].$$

The left side is not positive if $a$ and $b$ vary in opposite senses, and not negative if they vary in the same sense.

- With $w=\mu$, $a=\mu$, $b=g$: $\frac12\int\mu^2g\le\frac13\int\mu g$, so $m\le2/3$.
- With $w=1$, $a=\mu$, $b=\mu g$: $\int\mu^2g\ge\frac12\int\mu g$, so $m\ge1/2$.

Inserted into (8), these give

$$1+\frac{3\tau}{4}\le\frac1Q\le1+\tau .\qquad(9)$$

The series formula is thus an upper bound to the flux of this model.

For a thick film the right side of (9) is too generous. There $1-g\ge0$ and $\mu^2\le\mu$, so by (6)

$$\int_0^1\mu^2(1-g)\,d\mu\le\int_0^1\mu(1-g)\,d\mu=\frac12-\frac{1-Q}{2}=\frac Q2 .$$

Hence $\int\mu^2g\ge\frac13-\frac Q2$, and (7) gives $Q\tau/4+Q/2\ge1/3$. Multiplying by $3/Q$,

$$\frac1Q\le\frac32+\frac{3\tau}{4}.\qquad(10)$$

The series formula overestimates the flux by the factor $(1/Q)/(1+3\tau/4)$. Up to $\tau=2$, (9) limits this factor to $(1+\tau)/(1+3\tau/4)$, which rises with $\tau$. Beyond $\tau=2$, (10) limits it to $1+\frac12/(1+3\tau/4)$, which falls. Both equal 1.2 at $\tau=2$. The overestimate, relative to the true flux, therefore cannot exceed 20%. This is a bound; the error itself turns out to be much smaller.

## Testing the two limits

**Thick film.** Equations (9) and (10) enclose $1/Q$ between $3\tau/4+1$ and $3\tau/4+3/2$. Thus $Q\tau\to4/3$, and $q\to v\Lambda\Delta u/(3L)$. Fourier's law for the total flux through a thick film follows from the kinetic equation without having been assumed. Within about a free path of the walls, the local flux need not follow the local gradient in this way.

**Thin film.** As $\tau\to0$, the integral in (5) vanishes and $E_2\to1$, so $S\to1/2$ throughout the film. Inserting the ray solution for $g$ and integrating over $\mu$ first,

$$\int_0^1\mu g\,d\mu=\int_0^\tau S(t)E_2(t)\,dt=\frac\tau2+o(\tau),$$

where $o(\tau)$ vanishes faster than $\tau$. Then $Q=1-\tau+o(\tau)$ and $1/Q=1+\tau+o(\tau)$. By (8), $m\to1/2$.

The series formula has the right value at $\tau=0$ but the wrong slope, 3/4 instead of 1. The reason is geometrical. A phonon with cosine $\mu$ travels a path $L/\mu$ through the film, so a thin film scatters slanted phonons more often, and by the same path length it sends back more intensity at slanted angles. The isotropic assumption misses this.

## The size of the error between the limits

Equation (5) was solved numerically by dividing the film into cells with a constant source in each and integrating the kernel over pairs of cells. The results, with $Q_s=1/(1+3\tau/4)$, are:

| $\tau$ | $Q$ | $Q_s$ | excess of $Q_s$ | $m$ |
|---|---|---|---|---|
| 0.1 | 0.916 | 0.930 | 1.6% | 0.543 |
| 1 | 0.553 | 0.571 | 3.3% | 0.620 |
| 3 | 0.302 | 0.308 | 2.0% | 0.648 |
| 20 | 0.0622 | 0.0625 | 0.4% | 0.664 |

The mean cosine rises from near 1/2 toward 2/3, as the two limits require. At $\tau=1$, equation (8) gives $1/Q=1+1/(2\times0.6196)=1.807$, or $Q=0.553$, in agreement with the table. For all seven thicknesses in the numerical output, tests confirmed relation (8) to within 0.05%, the bounds, the symmetry of $S$, and the monotonic behavior of $S$, $g$ and $\mu g$.

A search between $\tau=0.1$ and 5 found the largest overestimate, 3.4%, near $\tau=0.7$. Below $\tau=0.1$, (9) limits it to $1.1/1.075-1=2.3\%$. At $\tau=5$ it is about 1.4%, and it falls to 0.8% at $\tau=10$ and 0.4% at $\tau=20$.

The limiting slopes also appear. At $\tau=0.01$, $(1/Q-1)/\tau$ is 0.982, close to its limit of 1. Between $\tau=10$ and 20, $1/Q$ grows with slope 0.750. At $\tau=20$, $1/Q-3\tau/4$ is about 1.07, where the series formula has 1. This remaining difference of about 0.07 is small beside the total of about 16, which accounts for the 0.4% in the last row.

An independent check follows single phonons. Each starts at the hot wall with a direction drawn from the black emission law, flies an exponentially distributed distance, and takes a random new direction, until it meets a wall. The transmitted fraction is $Q$. For $\tau=1$ this gave $0.5552\pm0.0008$. That is about two standard errors above the solved 0.5534, inside the accepted five, while the series value 0.5714 lies about twenty standard errors away. For $\tau=3$ the result was $0.3026\pm0.0007$, against 0.3016 solved and 0.3077 from the series formula. The mean return cosines, 0.620 and 0.648, agree with the table.

## Back to the film

For $L=\Lambda=100$ nm and $\Delta T=10$ K, the resistances per unit area, now defined with temperature, are

$$\frac{\Delta T}{q_b}=\frac{10}{1.5\times10^{10}}=6.67\times10^{-10}\ \text{m}^2\text{K/W},\qquad
\frac{L}{Cv\Lambda/3}=\frac{10^{-7}}{200}=5.00\times10^{-10}\ \text{m}^2\text{K/W}.$$

Their sum is $1.167\times10^{-9}$ m² K/W, so

$$q_s=\frac{10}{1.167\times10^{-9}}=8.57\times10^{9}\ \text{W/m}^2 .$$

The kinetic equation gives $0.5534\times1.5\times10^{10}=8.30\times10^9$ W/m². Fourier's law alone was too high by a factor of 2.4; the series formula is too high by 3.3%. Expressed as an effective conductivity $qL/\Delta T$, the film has 83 W/(m K), the series formula says 86, and the bulk value is 200. The effective value belongs to this film between these walls. It is not a local property of the material. The 10 K difference was chosen for round numbers and demands a very large flux. At $10^7$ W/m², or 1 kW/cm², the same film would sustain a difference of only about 0.012 K.

The gray model gives the same $Q$ for a cold film with the same $\tau$. A free path that depends on frequency would in general change it. With $v=5000$ m/s, $\sigma=306$ W/(m² K⁴). Between walls at 10 and 5 K,

$$q_b=306\,(10^4-5^4)=2.87\times10^6\ \text{W/m}^2 .$$

The series formula gives $1.64\times10^6$ and the kinetic equation $1.59\times10^6$ W/m². The temperature difference is not small here, but the kinetic equation is linear in energy density, so the ratio is unchanged.

## A limit of the gray model: several free paths

Suppose now that phonons fall into groups $i$ with different $C_i$, $v_i$ and $\Lambda_i$, that scattering keeps each phonon in its group, and that $\Delta T$ is small. Each group then obeys its own equation (3). Let $w_i=C_iv_i/\sum_jC_jv_j$ be its share of the blackbody flux. Applying the upper bound to each group,

$$\frac{q}{q_b}\le\sum_iw_if(\Lambda_i),\qquad f(\Lambda)=\frac{1}{1+3L/(4\Lambda)}=\frac{\Lambda}{\Lambda+3L/4}.$$

The bulk conductivity, $\sum_iC_iv_i\Lambda_i/3$, fixes the mean free path $\bar\Lambda=\sum_iw_i\Lambda_i$. Since $f''(\Lambda)=-\frac{3L}{2}(\Lambda+3L/4)^{-3}<0$, the function is concave, and

$$\sum_iw_if(\Lambda_i)\le f(\bar\Lambda).$$

A gray formula that uses $Cv=\sum_iC_iv_i$ and is fitted to the bulk conductivity therefore again overestimates the flux. A fit with a smaller $Cv$ raises the wall resistance and can fall below the true flux. If scattering exchanges energy between the groups, as phonon-phonon scattering does at room temperature, the groups no longer obey separate equations and this argument does not apply. The 20% bound does not cover this second error. If a few phonons with very long paths carry much of the bulk heat, $\bar\Lambda$ is large and $f(\bar\Lambda)$ can be near 1, while most of the groups, with short paths, transmit little.

The walls matter as well. If they reflect some of the phonons, the emission in (2) is reduced, and the resistance $4/v$ must be replaced before anything is added to it. The temperatures $T_1$ and $T_2$ are those of the emitted phonons; a temperature inferred from the energy density just inside the film is a different quantity, because phonons returning from the film contribute to it.

## Table of computed values

```
Dimensionless slab: tau, solved Q, series Q, excess %, m
  0.1 0.9157 0.9302 1.59 0.5431
  0.3 0.7936 0.8163 2.87 0.5767
  1.0 0.5534 0.5714 3.26 0.6196
  2.0 0.3901 0.4000 2.55 0.6395
  3.0 0.3016 0.3077 2.00 0.6479
 10.0 0.1167 0.1176 0.77 0.6609
 20.0 0.0622 0.0625 0.41 0.6638
Random walk tau=1: Q=0.5552 +- 0.0008
  mean return cosine=0.6198 +- 0.0006
Random walk tau=3: Q=0.3026 +- 0.0007
  mean return cosine=0.6481 +- 0.0005
Thin slope of 1/Q at tau=0.01: 0.982
Thick slope of 1/Q, tau 10 to 20: 0.7499
1/Q minus 3 tau/4 at tau=20: 1.065
Largest series overestimate: 3.37 %
  at thickness/free path: 0.69
Heat capacity: 1.20e+06 J/(m^3 K)
Phonon speed: 5000 m/s
Free path: 100 nm
Thickness: 100 nm
Wall temperatures: 310, 300 K
Ballistic resistance: 6.667e-10 m^2 K/W
Diffusive resistance: 5.000e-10 m^2 K/W
Sum: 1.167e-09 m^2 K/W
Blackbody flux: 1.500e+10 W/m^2
Fourier flux without wall resistance: 2.000e+10 W/m^2
Series flux: 8.571e+09 W/m^2
Solved flux: 8.301e+09 W/m^2
Bulk conductivity: 200.0 W/(m K)
Series effective conductivity: 85.7 W/(m K)
Solved effective conductivity: 83.0 W/(m K)
Phonon blackbody constant: 305.8 W/(m^2 K^4)
Cold wall temperatures: 10, 5 K
Cold blackbody flux: 2.867e+06 W/m^2
Cold series flux: 1.638e+06 W/m^2
Cold solved flux: 1.586e+06 W/m^2
```
